# Self-image constant and exchange energy in a cubic Ewald cell, part 1

(Sections cited here and not found follow in the second part.)

A code for $N$ electrons in a periodic cubic cell uses a pair potential $v_E$ whose $G=0$ Fourier component has been removed, and the implementer must decide what constant to add to the pair sum: nothing, the self-image constant $\xi=-2.8373/L$ per electron, or half of it. For 14 electrons at $r_s=1$ Å the three choices give exchange energies of $-2.15$, $-12.66$ and $-7.41$ eV per electron, against $-6.60$ eV for the infinite gas. The correct constant is $\xi/2$:

$$H=-\tfrac12\sum_i\nabla_i^2+\sum_{i<j}v_E(\mathbf r_i-\mathbf r_j)+\frac{N\xi}{2}.\tag{1}$$

The number $2.8373$ holds for the simple cubic lattice with a zero-mean $v_E$. The term $N\xi/2$ is a constant of $H$ for every state; for a plane-wave determinant it is part of the exchange energy. Adding it removes the finite-size error of order $1/L$. For the twist-averaged exchange energy the error left is of order $1/L^2$; at a single twist, as in the 14-electron numbers above, the remainder is of similar size but scatters about that term with the shell filling.

## Conventions and the periodic potential

The algebra is in atomic units. An energy $a/L$ becomes eV on multiplying $a$ by $e^2/4\pi\epsilon_0=14.399645$ eV Å and dividing by $L$ in Å. The cell has side $L$ and volume $\Omega=L^3$, lattice vectors $\mathbf R=L\mathbf n$ and reciprocal vectors $\mathbf G=2\pi\mathbf n/L$ with integer $\mathbf n$; a prime on a sum omits the zero vector. A uniform background cancels the electron charge, and $n=N/\Omega$. Transforms are $\tilde f(\mathbf q)=\int f\,e^{-i\mathbf q\cdot\mathbf r}d^3r$. The periodic function $\sum_{\mathbf R}f(\mathbf r-\mathbf R)$ has the Fourier coefficient $\Omega^{-1}\tilde f(\mathbf G)$, because the cell integrals of its terms join into one integral over all space. This is Poisson summation:

$$\sum_{\mathbf R}f(\mathbf r-\mathbf R)=\frac1\Omega\sum_{\mathbf G}\tilde f(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}.\tag{2}$$

One electron with its images and its share of background is the source in $\nabla^2v_E=-4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-1/\Omega\right]$. By (2) the bracket is $\Omega^{-1}\sum'_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. The potential is required to be strictly periodic, which excludes a uniform field depending on the dipole moment of the cell. Matching coefficients gives $-G^2v_{\mathbf G}=-4\pi/\Omega$ for $\mathbf G\ne0$. The coefficient $v_0$ is free and is set to zero:

$$v_E(\mathbf r)=\frac{4\pi}{\Omega}{\sum_{\mathbf G}}'\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.\tag{3}$$

The series does not converge absolutely. It is defined as the limit $\alpha\to\infty$ of

$$v_\alpha(\mathbf r)=\frac{4\pi}{\Omega}{\sum_{\mathbf G}}'\frac{e^{-G^2/4\alpha^2}}{G^2}\cos\mathbf G\cdot\mathbf r .$$

## Ewald form and the value of $\xi$

The substitution $u=tr$ in the definition of erfc gives $\operatorname{erfc}(\alpha r)/r=(2/\sqrt\pi)\int_\alpha^\infty e^{-t^2r^2}dt$. The transform of $e^{-t^2r^2}$ is $\pi^{3/2}t^{-3}e^{-q^2/4t^2}$. With $u=q^2/4t^2$ and $du=-q^2dt/2t^3$,

$$2\pi\int_\alpha^\infty\frac{e^{-q^2/4t^2}}{t^3}\,dt=\frac{4\pi}{q^2}\int_0^{q^2/4\alpha^2}e^{-u}du=\frac{4\pi}{q^2}\left(1-e^{-q^2/4\alpha^2}\right),\tag{4}$$

which tends to $\pi/\alpha^2$ at $q=0$. For $\mathbf G\neq0$, (4) divided by $\Omega$ is the coefficient of $v_E-v_\alpha$. By (2) this difference is therefore the lattice sum of $\operatorname{erfc}(\alpha r)/r$ minus its $\mathbf G=0$ term:

$$v_E(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\alpha|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}+v_\alpha(\mathbf r)-\frac{\pi}{\alpha^2\Omega}.\tag{5}$$

Both sums converge like Gaussians. The right side has Fourier coefficients $4\pi/\Omega G^2$ and zero mean for every $\alpha$, so it does not depend on $\alpha$. As $\alpha\to\infty$ away from lattice points only $v_\alpha$ survives, in agreement with the definition.

Subtracting $1/r$ turns the $\mathbf R=0$ term into $-\operatorname{erf}(\alpha r)/r$, which tends to $-2\alpha/\sqrt\pi$ because $\operatorname{erf}x\approx2x/\sqrt\pi$. Hence

$$\xi\equiv\lim_{r\to0}\Big[v_E-\frac1r\Big]={\sum_{\mathbf R}}'\frac{\operatorname{erfc}(\alpha R)}{R}+v_\alpha(0)-\frac{2\alpha}{\sqrt\pi}-\frac{\pi}{\alpha^2\Omega}.\tag{6}$$

With $a=\alpha L$ and $4\pi/\Omega G^2=1/(\pi L\,\mathbf n^2)$ every term carries a factor $1/L$:

$$\xi L={\sum_{\mathbf n}}'\frac{\operatorname{erfc}(a|\mathbf n|)}{|\mathbf n|}+{\sum_{\mathbf n}}'\frac{e^{-\pi^2\mathbf n^2/a^2}}{\pi\mathbf n^2}-\frac{2a}{\sqrt\pi}-\frac{\pi}{a^2}.$$

For $a=3$ the four terms give

$$0.00013256+0.89677331-3.38513750-0.34906585=-2.83729748 .$$

Near the origin $w=v_E-1/r$ is smooth and obeys $\nabla^2w=4\pi/\Omega$, since $1/r$ carries the delta function. Inversion symmetry removes odd powers, and the only quadratic form invariant under the cubic group is $br^2$, with $6b=4\pi/\Omega$:

$$v_E=\frac1r+\xi+\frac{2\pi r^2}{3\Omega}+O(r^4/L^5).\tag{7}$$

The argument uses the cubic symmetry of the lattice, so it holds also for fcc and bcc in their primitive cells. For a lattice without cubic symmetry the quadratic term is in general anisotropic and only its trace is fixed this way.

**The same number without the split.** Attach to each point charge a centred cube of side $L$ with uniform opposite charge, and call the potential of the pair $\phi$. Its transform is $4\pi[1-s(\mathbf q)]/q^2$ with $s=\prod_{i}\sin(q_iL/2)/(q_iL/2)$. At every $\mathbf G\ne0$ one sine vanishes, so $s=0$ and the coefficients are those of (3). At small $q$, $\sin x/x\approx1-x^2/6$ gives $s\approx1-q^2L^2/24$ and $\tilde\phi(0)=\pi L^2/6$. The pair is neutral, its odd multipoles vanish by inversion and its quadrupole by cubic symmetry, so $\phi\sim r^{-5}$ and the lattice sum converges absolutely. By (2), $\sum_{\mathbf R}\phi=v_E+\pi/6L$. Truncated at $|n_i|\le M$, the small cubes fill a cube of side $(2M+1)L$, and the integral of $1/r$ over a centred cube is $c$ times the side squared. Thus

$$\xi L=\lim_{M\to\infty}\Big[{\sum_{|n_i|\le M}}'\frac1{|\mathbf n|}-c\,(2M+1)^2\Big]-\frac\pi6 .\tag{8}$$

To find $c$, use $\nabla\cdot\hat{\mathbf r}=2/r$ on the unit cube. Six faces at distance $\frac12$ give $c=\frac12\cdot6\cdot\frac12\iint(\frac14+x^2+y^2)^{-1/2}dx\,dy$. Scaling $x=u/2$, $y=v/2$ and using the four quadrants turns the double integral into $2J$, with $J=\int_0^1\!\int_0^1du\,dv/\rho$ and $\rho=\sqrt{1+u^2+v^2}$, so $c=3J$. For $F=u\ln(v+\rho)+v\ln(u+\rho)-\arctan(uv/\rho)$ the identities $\rho^2+u^2v^2=(1+u^2)(1+v^2)$ and $\rho^2-u^2=1+v^2$ give

$$\partial_vF=\frac u\rho+\ln(u+\rho)+\frac{v^2(\rho-u)}{\rho(1+v^2)}-\frac{u}{\rho(1+v^2)}=\ln(u+\rho)+\frac{v^2}{1+v^2},$$

and then $\partial_u\partial_vF=1/\rho$. The corner values give $J=2\ln(1+\sqrt3)-\pi/6-2\ln\sqrt2=\ln(2+\sqrt3)-\pi/6$, so $c=3\ln(2+\sqrt3)-\pi/2=2.38007736$. The omitted tail is a sum over outer cells of the centre value of $1/r$ minus its cell mean. Taylor expansion leaves only even derivatives of order $2k$, which integrate over the exterior to $(2M+1)^{2-2k}$; the $k=1$ term vanishes because $1/r$ is harmonic there. At $M=8$, (8) gives $-2.83738626$, and extrapolation in $(2M+1)^{-2}$ gives $-2.83729748$.

## The energy per cell

The energy of point charges is defined as the field energy of smeared charges, minus the energy each smeared charge has when isolated, in the limit of no smearing. Give each electron a Gaussian profile with transform $e^{-q^2/8\alpha^2}$. All charges are counted in units of the electron charge, whose sign drops out of the products. With $\rho_{\mathbf G}=\sum_ie^{-i\mathbf G\cdot\mathbf r_i}$ the net density has coefficients $\Omega^{-1}\rho_{\mathbf G}e^{-G^2/8\alpha^2}$ for $\mathbf G\ne0$ and none at $\mathbf G=0$, and the potential has $4\pi/G^2$ times these. Half the cell integral of density times potential is

$$\frac\Omega2{\sum_{\mathbf G}}'\frac{4\pi}{G^2}\frac{|\rho_{\mathbf G}|^2}{\Omega^2}e^{-G^2/4\alpha^2}=\frac{2\pi}\Omega{\sum_{\mathbf G}}'\frac{|\rho_{\mathbf G}|^2}{G^2}e^{-G^2/4\alpha^2}.$$

A constant in the potential drops out because the cell is neutral. The isolated self-energy of one Gaussian is

$$\frac12\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}e^{-q^2/4\alpha^2}=\frac1\pi\int_0^\infty e^{-q^2/4\alpha^2}dq=\frac{\alpha}{\sqrt\pi}.$$

Inserting $|\rho_{\mathbf G}|^2=N+2\sum_{i<j}\cos\mathbf G\cdot\mathbf r_{ij}$ and subtracting $N\alpha/\sqrt\pi$ gives

$$U(\alpha)=\sum_{i<j}v_\alpha(\mathbf r_{ij})+\frac N2\Big[v_\alpha(0)-\frac{2\alpha}{\sqrt\pi}\Big].$$

Equations (5) and (6) express $v_\alpha(\mathbf r_{ij})$ through $v_E$ and the bracket through $\xi$. The erfc sums are negligible once the Gaussians do not overlap, and each of the $N(N-1)/2+N/2=N^2/2$ terms brings $+\pi/\alpha^2\Omega$:

$$U(\alpha)=\sum_{i<j}v_E(\mathbf r_{ij})+\frac{N\xi}2+\frac{N^2\pi}{2\alpha^2\Omega}.\tag{9}$$

The limit $\alpha\to\infty$ is the potential energy in (1). The constant is the $i=j$ part of $\frac12\sum_{i,j}$. A pair $i\ne j$ occurs twice in that sum and loses the $\frac12$; the interaction of an electron with its own images and its own background occurs once and keeps it. For four charges in the program, $U(\alpha)$ extrapolated linearly in $1/\alpha^2$ gives $UL=-8.84749802$, and $-3.17290306-5.67459496$ from the pair sum and $N\xi L/2$ gives the same.

The factor also follows from consistency. Let the constant be $\kappa\xi$ per electron, and describe a simple cubic crystal once with one electron in a cell $L$ and once with eight electrons at sites $\boldsymbol\tau$ in a cell $2L$. The functions $\sum_{\boldsymbol\tau}v_{2L}(\mathbf r-\boldsymbol\tau)$ and $v_L(\mathbf r)$ solve the same periodic Poisson equation with zero mean and are equal. At $r\to0$ this reads $\sum'_{\boldsymbol\tau}v_{2L}(\boldsymbol\tau)=\xi(L)-\xi(2L)$. The pair energy per electron is half of that, so $\kappa\xi(L)=\frac12[\xi(L)-\xi(2L)]+\kappa\xi(2L)$ forces $\kappa=\frac12$. The program finds $0.50000000$.

Two points matter in code. First, (1) has no background terms only because $v_E$ has zero mean. If $v_E\to v_E+C$, then $\xi\to\xi+C$; the pair and self terms gain $N^2C/2$, the electron–background term $-N\,n\Omega C=-N^2C$ and the background–background term $\frac12n^2\Omega^2C=N^2C/2$. The total is unchanged, but $\xi L$ is no longer $-2.8373$. Omitting the last term of (5) is such a shift. Second, inserting (5) and (6) into (1) gives the form suited to Monte Carlo,

$$U=\sum_{i<j}\sum_{\mathbf R}\frac{\operatorname{erfc}(\alpha|\mathbf r_{ij}-\mathbf R|)}{|\mathbf r_{ij}-\mathbf R|}+\frac N2{\sum_{\mathbf R}}'\frac{\operatorname{erfc}(\alpha R)}R+\frac{2\pi}\Omega{\sum_{\mathbf G}}'\frac{|\rho_{\mathbf G}|^2}{G^2}e^{-G^2/4\alpha^2}-\frac{N\alpha}{\sqrt\pi}-\frac{N^2\pi}{2\alpha^2\Omega},$$

which already contains $N\xi/2$. Adding the constant to this form counts it twice.

The potential energy of the cell is the pair sum of $v_E$ plus $N\xi/2$, with $\xi L=-2.83729748$ for the simple cubic lattice. It remains to show how this constant enters the exchange energy of a plane-wave determinant, and what finite-size error is left once it is included.

Numbers in the example were calculated in double precision.
